# Overlay from two wavelengths with a common bottom-grating offset

## Problem

An overlay target has two pads. In each, a top grating lies above a bottom grating of the same pitch \(P\). The unknown overlay \(x\) is the displacement of the top layer relative to the bottom layer, positive to the right. The design adds a known bias \(+d\) in one pad and \(-d\) in the other, with \(d=20\) nm, so the actual displacements are \(x+d\) and \(x-d\).

Light at normal incidence is diffracted into the orders \(+1\) and \(-1\). For each pad and wavelength, the asymmetry is

\[
A=\frac{I_{+1}-I_{-1}}{I_{\rm ref}},
\]

where \(I_{\rm ref}\) may depend on wavelength but is the same for both pads. Let \(A_+\) and \(A_-\) be the asymmetries of the positive-bias and negative-bias pads. The data, which have no unit, are

- wavelength 1: \((A_+,A_-)=(0.06,-0.02)\);
- wavelength 2: \((A_+,A_-)=(0.11,-0.05)\).

Assume that a defect of the bottom grating adds the same constant \(B\) to all four asymmetries.

(a) Show how displacement and a bottom-grating defect enter the asymmetry, and state what must be assumed to obtain a linear law.

(b) Find the overlay from the slope of the line joining the two points, with \(A_+\) vertical and \(A_-\) horizontal.

(c) Find the sensitivities and the offset. Explain what each wavelength would give if the offset were ignored.

(d) Determine what happens if the offset is not common, and whether a third wavelength can verify the answer.

(e) Estimate the effects of a finite pitch of 600 nm, a 1% sensitivity difference between the pads, and random noise of \(10^{-4}\) in each asymmetry.

(f) Examine whether a tilted trench floor produces a common offset in a scalar diffraction model.

## Solution

### (a) Origin of the signal and of the offset

Consider a scalar model in which each grating contributes one amplitude to each first order, and multiple scattering is neglected. Let \(q=2\pi/P\), and let \(s\) be the displacement of the top grating. An undisplaced symmetric top grating contributes the same complex amplitude \(t\) to both orders. Displacing it by \(s\) multiplies its Fourier coefficients by \(e^{\mp iqs}\) for the orders \(\pm1\).

The bottom amplitudes \(b_{+}\) and \(b_{-}\) can be written as \(b_\pm=b\pm\delta\), where \(b\) is their mean and \(\delta\) is half their difference. The optical path between the gratings is included in \(b\) and \(\delta\). Thus

\[
I_{\pm1}=|b\pm\delta+t e^{\mp iqs}|^2 .
\]

Expanding the square gives

\[
I_{\pm1}=|b\pm\delta|^2+|t|^2
+2\,{\rm Re}\!\left[(b\pm\delta)^*t e^{\mp iqs}\right].
\]

On subtraction, \(|t|^2\) cancels. The remaining pieces are

\[
|b+\delta|^2-|b-\delta|^2=4\,{\rm Re}(b^*\delta),
\]

\[
2\,{\rm Re}\!\left[b^*t(e^{-iqs}-e^{iqs})\right]
=2\,{\rm Re}\!\left[-2i\,b^*t\sin qs\right]
=4\,{\rm Im}(b^*t)\sin qs,
\]

\[
2\,{\rm Re}\!\left[\delta^*t(e^{-iqs}+e^{iqs})\right]
=4\,{\rm Re}(\delta^*t)\cos qs .
\]

The second line uses \({\rm Re}(-iz)={\rm Im}\,z\). Therefore

\[
I_{+1}-I_{-1}=4\,{\rm Im}(b^*t)\sin qs
+4\,{\rm Re}(b^*\delta)+4\,{\rm Re}(\delta^*t)\cos qs .
\]

If \(\delta=0\), the signal is odd in \(s\) and vanishes for aligned gratings. If \(\delta\neq0\), aligned gratings can give a nonzero signal.

For small \(qs\), \(\sin qs\simeq qs\) and \(\cos qs\simeq1\). After division by \(I_{\rm ref}\), wavelength \(i\) obeys

\[
A_{\pm,i}=K_i(x\pm d)+B_i,
\]

\[
K_i=\frac{4q\,{\rm Im}(b_i^*t_i)}{I_{{\rm ref},i}},\qquad
B_i=\frac{4\,{\rm Re}[\delta_i^*(b_i+t_i)]}{I_{{\rm ref},i}} .
\]

Here \({\rm Re}(b^*\delta)={\rm Re}(\delta^*b)\) was used to combine the offset terms. In this approximation the offset is the same for both pads at one wavelength. Nothing in the formula makes it the same at two wavelengths, because the amplitudes, their phases and the reference intensity can all change. The statement \(B_1=B_2=B\) is a separate assumption.

### (b) Overlay from the slope

With a common offset,

\[
A_{+,i}=K_i(x+d)+B,\qquad A_{-,i}=K_i(x-d)+B .
\]

Let \(\Delta\) denote the value at wavelength 2 minus that at wavelength 1. The constant \(B\) cancels:

\[
\Delta A_+=\Delta K\,(x+d),\qquad
\Delta A_-=\Delta K\,(x-d).
\]

If \(\Delta K\neq0\) and \(x\neq d\), the slope is

\[
m=\frac{\Delta A_+}{\Delta A_-}=\frac{x+d}{x-d}.
\]

Multiplication by \(x-d\) gives \(mx-md=x+d\). Collecting the terms in \(x\) gives \(x(m-1)=d(m+1)\), and hence

\[
x=d\,\frac{m+1}{m-1}
=d\,\frac{\Delta A_++\Delta A_-}{\Delta A_+-\Delta A_-}.
\]

The second form also works at \(x=d\), where \(\Delta A_-=0\) and the line is vertical. At zero overlay, \(m=-1\). If \(\Delta K=0\), the two points coincide and define no line.

For the data,

\[
\Delta A_+=0.11-0.06=0.05,\qquad
\Delta A_-=-0.05-(-0.02)=-0.03,
\]

\[
m=\frac{0.05}{-0.03}=-\frac53,
\]

\[
x=20\ {\rm nm}\,\frac{-5/3+1}{-5/3-1}
=20\ {\rm nm}\,\frac{-2/3}{-8/3}=+5\ {\rm nm}.
\]

The overlay is 5 nm, or \(5\times10^{-9}\) m, to the right. Reversing the sign convention of all the asymmetries leaves \(m\) and \(x\) unchanged. Exchanging the axes replaces \(m\) by \(1/m\), and

\[
d\,\frac{1/m+1}{1/m-1}=d\,\frac{1+m}{1-m}=-x .
\]

The same formula would then return \(-5\) nm, so the choice of axes is part of the result.

### (c) Sensitivities, offset and single-wavelength answers

Subtracting the two pads at one wavelength gives \(A_{+,i}-A_{-,i}=2dK_i\). Thus

\[
K_1=\frac{0.08}{40\ {\rm nm}}=0.002\ {\rm nm}^{-1},\qquad
K_2=\frac{0.16}{40\ {\rm nm}}=0.004\ {\rm nm}^{-1}.
\]

The positive-bias pad at wavelength 1 then gives

\[
B=0.06-0.002\times25=0.01 .
\]

Substitution reproduces the other three data:

\[
0.002(-15)+0.01=-0.02,
\]

\[
0.004(25)+0.01=0.11,\qquad
0.004(-15)+0.01=-0.05 .
\]

The offset also has a place on the graph. The model implies \(A_+-B=m(A_--B)\), so the line passes through \((B,B)\). It crosses the diagonal \(A_+=A_-\) at \((0.01,0.01)\). A line through the origin would mean \(B=0\).

If the offset is ignored, one wavelength is enough to compute an apparent overlay:

\[
x_i^{\rm single}
=d\,\frac{A_{+,i}+A_{-,i}}{A_{+,i}-A_{-,i}}
=d\,\frac{2K_ix+2B}{2K_id}
=x+\frac{B}{K_i}.
\]

The two answers are \(5+0.01/0.002=10\) nm and \(5+0.01/0.004=7.5\) nm. They disagree because the same signal offset corresponds to a larger displacement where the sensitivity is smaller.

### (d) What the data cannot establish

Suppose the offsets differ by \(\Delta B=B_2-B_1\). Then

\[
\Delta A_\pm=\Delta K(x\pm d)+\Delta B .
\]

Their sum is \(2x\Delta K+2\Delta B\), and their difference is \(2d\Delta K\). The slope formula therefore returns

\[
x_{\rm est}=d\,\frac{2x\Delta K+2\Delta B}{2d\Delta K}
=x+\frac{\Delta B}{\Delta K}.
\]

For example, let the true overlay, the sensitivities and \(B_1\) stay as found above, and let \(B_2\) be 10% larger than \(B_1\). Then \(\Delta B=0.001\), and the error is \(0.001/0.002\ {\rm nm}=0.5\) nm, which is 10% of the overlay. In this model a good wavelength pair has a small \(|\Delta B/\Delta K|\); a large sensitivity difference alone does not ensure it.

The two wavelengths supply four data for four unknowns, \(K_1,K_2,x,B\). The perfect fit in (c) therefore does not test whether the offset is common. A third wavelength adds two data and one new sensitivity, so it provides one test: its point must lie on the same line. The line is itself drawn through two noisy points, and extending it beyond them magnifies their noise. A departure therefore counts against the model only if it clearly exceeds the combined noise of all three points.

A point on the line does not prove the overlay correct. Suppose \(B_i=B_0+cK_i\), where \(c\) is a length. Then

\[
A_{\pm,i}=K_i(x\pm d)+B_0+cK_i
=K_i[(x+c)\pm d]+B_0 .
\]

This has the form of the common-offset model with \(x\) replaced by \(x+c\). All the points are collinear, but the result is wrong by \(c\). For \(c=1\) nm, the present overlay would be reported as 6 nm. These asymmetries alone cannot separate such an offset from a real displacement.

### (e) Finite pitch, unequal pads and noise

**Finite pitch.** Keep the sine response, but retain a constant common offset. Then \(\Delta A_\pm=C\sin[q(x\pm d)]\), where \(C\) is the change in the sine coefficient. The addition formulas give

\[
\Delta A_++\Delta A_-=2C\sin qx\cos qd,
\]

\[
\Delta A_+-\Delta A_-=2C\cos qx\sin qd .
\]

For \(|x|<P/4\), dividing the first by the second yields

\[
\frac{m+1}{m-1}=\frac{\tan qx}{\tan qd},
\qquad
x=\frac1q\arctan\!\left[\frac{m+1}{m-1}\tan qd\right].
\]

As \(P\to\infty\) at fixed \(x\) and \(d\), the tangents approach their arguments and the linear formula returns. For \(P=600\) nm, \(qd=0.209\) and \((m+1)/(m-1)=1/4\). The same data now give 5.07 nm, which is 0.07 nm more than the linear reading.

**Unequal pads.** Let the sensitivities be \(K_i(1+\eta)\) and \(K_i(1-\eta)\) in the positive-bias and negative-bias pads, with the offset still common. Then

\[
\Delta A_+=\Delta K(1+\eta)(x+d),\qquad
\Delta A_-=\Delta K(1-\eta)(x-d).
\]

Their sum is \(2\Delta K(x+\eta d)\), and their difference is \(2\Delta K(d+\eta x)\). Hence

\[
x_{\rm est}=d\,\frac{x+\eta d}{d+\eta x}.
\]

A total difference of 1% means \(\eta=0.005\). For a true overlay of 5 nm, the estimate is \(20(5.1)/20.025=5.09\) nm, an error of about 0.09 nm. To first order in \(\eta\), the error changes sign with \(\eta\).

**Random noise.** Write \(u=\Delta A_+\) and \(v=\Delta A_-\), so \(x=d(u+v)/(u-v)\). The derivatives are

\[
\frac{\partial x}{\partial u}=-\frac{2dv}{(u-v)^2},\qquad
\frac{\partial x}{\partial v}=\frac{2du}{(u-v)^2}.
\]

If the four asymmetries have independent noise of standard deviation \(\sigma\), then \(u\) and \(v\) each have variance \(2\sigma^2\). To first order in the noise,

\[
\sigma_x=\frac{2\sqrt2\,d\sigma\sqrt{u^2+v^2}}{(u-v)^2}
=\frac{\sigma\sqrt{x^2+d^2}}{d|\Delta K|}.
\]

The second form follows from \(u^2+v^2=2(\Delta K)^2(x^2+d^2)\) and \(u-v=2d\Delta K\). For \(\sigma=10^{-4}\), it gives \(\sigma_x=0.05\) nm. Random sampling of the four data gives the same value to this precision. The noise grows as the two sensitivities approach each other.

### (f) Does a tilted floor give a common offset?

The scalar model of (a) can be evaluated by summing the reflected field over one period. The example has a 600 nm pitch, gratings occupying half a period, a 60 nm deep trench and a 300 nm spacer. The top grating reflects on a stripe half a period wide and not elsewhere, and at zero displacement this stripe is centred over the trench. The spacer and the trench filling have refractive index 1.5. The effective amplitude reflectances are 0.40 for the bottom grating and 0.20 for the top one. The spacer phase includes the oblique return path of the first orders; inside the shallow trench, the phase is simplified to that of a vertical round trip. The wavelengths are 450 and 550 nm, and the true overlay is set to 5 nm. At each wavelength, \(I_{\rm ref}\) is the sum of the two first-order intensities, averaged over the two pads. This is a separate example, not a model fitted to the four given data.

With a flat trench floor, the sine formula returns 5.0000 nm and the linear formula 4.93 nm. This confirms the sine law within the scalar model. The floor is then tilted by 1 nm from edge to edge, deeper on the right and at unchanged mean depth, with the trench edges and all other settings held fixed. At zero displacement the results are

- 450 nm: \(B_1=0.01504\), \(K_1=-0.00585\ {\rm nm}^{-1}\);
- 550 nm: \(B_2=0.00794\), \(K_2=0.00280\ {\rm nm}^{-1}\).

The offsets differ by nearly a factor of two, so the common-offset assumption fails here. These values belong to the stated geometry: the opposite tilt reverses the signs of the offsets and of the error, and a top stripe centred over the land changes both offsets and roughly halves the error. The expected error is

\[
\frac{\Delta B}{\Delta K}
=\frac{0.00794-0.01504}{0.00280+0.00585}\ {\rm nm}
=-0.82\ {\rm nm}.
\]

The sine formula applied to the computed intensities gives 4.16 nm, an error of \(-0.84\) nm. The estimate omits corrections from the finite displacements, so exact agreement is not expected.

The single-wavelength answers from the linear formula in (c) are 2.33 and 7.79 nm, with errors of about \(-2.7\) and \(+2.8\) nm. Using two wavelengths reduces the error in this example but does not remove it. The opposite signs of \(K_1\) and \(K_2\) help, because they make \(|\Delta K|\) large. With the smaller \(\Delta K=0.002\ {\rm nm}^{-1}\) of the given data, the same \(\Delta B=-0.0071\) would cause an error of about \(-3.6\) nm.

### Relation to real targets

The dimensions, refractive index and reflectances above are round model values, not those of a particular target. Process-induced asymmetry of the bottom grating can break the common-offset assumption. For the numbers used here, that moves the result by 0.5 nm for a 10% mismatch and by 0.84 nm for the tilted floor. Both shifts exceed the separate estimates for finite pitch, pad mismatch and noise in (e). The scalar calculation omits polarization, absorption and multiple scattering, and with a pitch of only 1.1 to 1.3 wavelengths it is not quantitative. It shows that a tilted floor need not give a common offset; it does not fix the size of the error. In a full electromagnetic treatment the two offsets depend on the polarization and on the height of the top grating, and they may be nearly equal, in which case the tilt error can fall below the effects in (e). A real target therefore needs its own electromagnetic calculation or an independent overlay reference. The computed values are listed in the numerical output below.

## Computed results

```
GIVEN DATA AND MAIN RESULT
bias: 20.0 nm
wavelength 1 A_plus, A_minus: 0.060, -0.020 (no unit)
wavelength 2 A_plus, A_minus: 0.110, -0.050 (no unit)
change in A_plus: 0.050 (no unit)
change in A_minus: -0.030 (no unit)
slope, A_plus against A_minus: -1.666667 (no unit)
overlay from slope: 5.0000 nm
overlay from four equations: 5.0000 nm
sensitivities: 0.0020, 0.0040 1/nm
common offset: 0.0100 (no unit)
single-wavelength overlays: 10.000, 7.500 nm
overlay if axes are exchanged: -5.000 nm
NEGLECTED EFFECTS FOR THE GIVEN DATA
pitch: 600.0 nm
overlay with sine response: 5.0696 nm
sine minus linear result: 0.0696 nm
offset mismatch: 0.0010 (no unit)
overlay error from mismatch: 0.5000 nm
hidden offset divided by K: 1.000 nm
overlay with hidden offset: 6.000 nm
pad sensitivity difference: 1.00 percent
overlay error from pads: 0.0936 nm
noise in each asymmetry: 0.00010 (no unit)
overlay noise, formula: 0.0515 nm
overlay noise, sampled: 0.0513 nm
SEPARATE SCALAR DIFFRACTION MODEL
wavelengths: 450, 550 nm
spacer thickness: 300.0 nm
spacer refractive index: 1.50 (no unit)
trench depth: 60.0 nm
bottom amplitude reflectance: 0.40 (no unit)
top amplitude reflectance: 0.20 (no unit)
true overlay: 5.000 nm
flat floor, sine formula: 5.0000 nm
flat floor, linear formula: 4.9312 nm
floor tilt, edge to edge: 1.00 nm
offsets with tilt: 0.01504, 0.00794 (no unit)
sensitivities with tilt: -0.00585, 0.00280 1/nm
single-wavelength, tilted: 2.334, 7.785 nm
two-wavelength sine, tilted: 4.1583 nm
error with tilt, computed: -0.8417 nm
error with tilt, predicted: -0.8214 nm
```
